# A dragged coordinate, a missed saddle and the relaxed migration path: test program

```python
# Result under test: on the bent surface
#   V(x,y) = W(u) + (k/2) (x - g(u))^2,  u = y/b,  g = p u + q u^3,
#   W = E_b + kappa [-p u^2/2 + (p-3q) u^4/4 + q u^6/2],  kappa = 4 E_b/(p+q),
# dragging x while relaxing y is hysteretic for k < kappa/p and misses the
# saddle (0,0), whereas a path relaxed in both coordinates gives the barrier E_b.
# Symbols: k valley stiffness, b and L = p+q well positions in y and x,
#   eta = kappa/k, a = eta-p, c = q+eta, t = a/c (dragged branch x = c u^3 - a u).
# Units: eV and angstrom.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.ndimage import label
from scipy.optimize import fsolve, minimize_scalar

barrier, p, q, b, k = 1.0, 0.1, 0.9, 1.2, 4.0
L = p + q
kappa = 4 * barrier / L
hartree = physical_constants["Hartree energy in eV"][0]

# Polynomials in y
g = Polynomial([0, p / b, 0, q / b**3])
W = Polynomial([barrier, 0, -kappa * p / 2 / b**2, 0,
                kappa * (p - 3 * q) / 4 / b**4, 0, kappa * q / 2 / b**6])
dg, dW = g.deriv(), W.deriv()


def energy(x, y, stiff=k):
    return W(y) + 0.5 * stiff * (x - g(y))**2


def gradient(x, y):
    stretch = x - g(y)
    return np.array([k * stretch, dW(y) - k * stretch * dg(y)])


# The gradient agrees with finite differences of the energy
h = 1e-5
for x, y in [(0.3, -0.7), (-0.8, 0.5), (0.9, 1.1)]:
    numeric = [(energy(x + h, y) - energy(x - h, y)) / (2 * h),
               (energy(x, y + h) - energy(x, y - h)) / (2 * h)]
    assert np.allclose(numeric, gradient(x, y), atol=1e-7)


def drag(x_values, y_start, stiff=k):
    """Fix x, let y run downhill to the next stationary point of the section."""
    fixed = (dW + stiff * g * dg).coef
    linear = np.zeros(len(fixed))
    linear[:len(dg.coef)] = stiff * dg.coef
    ys = [y_start]
    for x in x_values[1:]:
        coef = (fixed - x * linear)[::-1]
        roots = np.roots(coef)
        real = roots.real[np.abs(roots.imag) < 1e-7]
        y = ys[-1]
        if np.polyval(coef, y) > 0:
            ys.append(real[real < y].max())
        else:
            ys.append(real[real > y].min())
    return np.array(ys)


# Closed-form predictions
eta = kappa / k
a, c = eta - p, q + eta
t = a / c
u_fold = np.sqrt(t / 3)
x_fold = 2 * a * u_fold / 3
peak_formula = barrier + kappa * c * t**2 * (9 - t) / 108
cross_formula = barrier - kappa * c * t**2 * (1 - t) / 4
drop_formula = 0.75 * kappa * c * t**2 * (1 - t)

# Stationary points and curvature at the saddle
for x, y in [(-L, -b), (0, 0), (L, b)]:
    assert np.allclose(gradient(x, y), 0, atol=1e-12)
hessian = np.array([(gradient(h, 0) - gradient(-h, 0)) / (2 * h),
                    (gradient(0, h) - gradient(0, -h)) / (2 * h)])
curvatures, modes = np.linalg.eigh(0.5 * (hessian + hessian.T))
assert curvatures[0] < 0 < curvatures[1]
assert abs(np.linalg.det(hessian) + k**2 * p * eta / b**2) < 1e-6
assert abs(hessian[1, 1] + k * p * a / b**2) < 1e-6 and hessian[1, 1] < 0
assert abs(energy(0, 0) - energy(-L, -b) - barrier) < 1e-12

# Fold from its definition: first and second y-derivatives vanish together
def fold_equations(z):
    section = W + 0.5 * k * (z[0] - g)**2
    return [section.deriv(1)(z[1]), section.deriv(2)(z[1])]


fold = fsolve(fold_equations, [0.2, -0.45], xtol=1e-13)
assert np.allclose(fold, [x_fold, -b * u_fold], atol=1e-8)
assert abs(energy(*fold) - peak_formula) < 1e-8

# Fine drag forwards and backwards
xs = np.linspace(-L, L, 10001)
step = xs[1] - xs[0]
y_forward = drag(xs, -b)
y_back = drag(xs[::-1], y_forward[-1])[::-1]
u_forward = y_forward / b
assert np.max(np.abs(c * u_forward**3 - a * u_forward - xs)) < 1e-7
e_forward = energy(xs, y_forward)
jump = int(np.argmax(np.diff(y_forward)))
jump_back = int(np.argmax(np.diff(y_back)))
assert -1e-9 <= x_fold - xs[jump] <= step + 1e-9
assert abs(xs[jump_back + 1] + x_fold) <= step + 1e-9
assert abs(y_forward[jump + 1] - 2 * b * u_fold) < 1e-3
# One step in x changes the energy by at most max|V_x| * step, below 2 * step
assert abs(e_forward.max() - peak_formula) < 2 * step
assert abs(e_forward[jump] - e_forward[jump + 1] - drop_formula) < 4 * step
assert e_forward.max() > barrier
closest = np.min(np.hypot(xs, y_forward))
assert closest > 0.1

# Work around the closed drag cycle
f_forward = k * (xs - g(y_forward))
f_back = k * (xs - g(y_back))
difference = f_forward - f_back
loop_work = np.sum(0.5 * (difference[1:] + difference[:-1])) * step
assert abs(loop_work - 2 * drop_formula) < 8 * step

# Coarse drags: the recorded maximum depends on the grid
coarse = {}
for count in (9, 11):
    grid = np.linspace(-L, L, count)
    coarse[count] = energy(grid, drag(grid, -b)).max()
assert abs(coarse[9] - cross_formula) < 1e-9
assert coarse[9] < barrier < coarse[11]

# The crossing is the lowest energy on the whole line x = 0
y_line = np.linspace(-2, 2, 40001)
assert abs(energy(0.0, y_line).min() - cross_formula) < 1e-6

# Thresholds in the stiffness
k_reversible = kappa / p
k_stuck = kappa / (4 * p + 3 * q)
x_short = np.linspace(-L, L, 401)
k_stiff, k_soft = 1.5 * k_reversible, 0.8 * k_stuck
stiff_up = drag(x_short, -b, k_stiff)
stiff_down = drag(x_short[::-1], stiff_up[-1], k_stiff)[::-1]
stiff_peak = energy(x_short, stiff_up, k_stiff).max()
assert np.max(np.abs(stiff_up - stiff_down)) < 1e-6
assert abs(stiff_peak - barrier) < 1e-8
soft_end = drag(x_short, -b, k_soft)[-1]
assert soft_end < 0
assert drag(x_short, -b, 1.2 * k_stuck)[-1] > 0
assert np.ptp(drag(x_short, -b, 0.8 * k_reversible)
              - drag(x_short[::-1], b, 0.8 * k_reversible)[::-1]) > 0.1

# Minimax barrier by flooding a grid
axis = np.linspace(-1.6, 1.6, 641)
surface = energy(axis[:, None], axis[None, :])
left = (np.argmin(abs(axis + L)), np.argmin(abs(axis + b)))
right = (np.argmin(abs(axis - L)), np.argmin(abs(axis - b)))
for level, joined in [(barrier - 0.005, False), (barrier + 0.005, True)]:
    pools = label(surface < level)[0]
    assert pools[left] > 0 and pools[right] > 0
    assert (pools[left] == pools[right]) == joined

# Relaxed string, started from an asymmetric arc away from the saddle
images = 40
s = np.linspace(0, 1, images)[:, None]
start, corner, end = np.array([[-L, -b], [L, -b], [L, b]])
path = (1 - s)**2 * start + 2 * s * (1 - s) * corner + s**2 * end
initial_peak = energy(path[:, 0], path[:, 1]).max()
initial_distance = np.min(np.hypot(path[:, 0], path[:, 1]))
for _ in range(4000):
    path = path - 0.005 * gradient(path[:, 0], path[:, 1]).T
    length = np.r_[0, np.cumsum(np.linalg.norm(np.diff(path, axis=0), axis=1))]
    path = CubicSpline(length, path)(np.linspace(0, length[-1], images))
string_energy = energy(path[:, 0], path[:, 1])
top = int(np.argmax(string_energy))
assert abs(string_energy[top] - barrier) < 2e-3

# Highest image climbs along the path tangent
tangent = path[top + 1] - path[top - 1]
tangent /= np.linalg.norm(tangent)
climber = path[top].copy()
for _ in range(4000):
    slope = gradient(*climber)
    climber -= 0.05 * (slope - 2 * np.dot(slope, tangent) * tangent)
climbed = energy(*climber)
assert np.linalg.norm(climber) < 1e-7 and abs(climbed - barrier) < 1e-10

# Steepest descent from the saddle, integrated independently
mode = modes[:, 0] * np.sign(modes[1, 0])
descent = solve_ivp(lambda time, z: -gradient(*z), (0, 80), 1e-4 * mode,
                    method="LSODA", rtol=1e-9, atol=1e-11,
                    t_eval=np.linspace(0, 80, 40001))
assert np.allclose(descent.y[:, -1], [L, b], atol=1e-5)
upper = path[path[:, 1] > 0.05]
path_error = max(np.min(np.hypot(descent.y[0] - x, descent.y[1] - y))
                 for x, y in upper)
assert path_error < 0.02
floor_offset = np.max(np.abs(descent.y[0] - g(descent.y[1])))
assert floor_offset > 0.01

# Dragging y and relaxing x passes through the saddle
y_scan = np.linspace(-b, b, 41)
y_drag_peak = max(minimize_scalar(lambda x: energy(x, y)).fun for y in y_scan)
assert abs(y_drag_peak - barrier) < 1e-8

def show(name, value, unit, digits=4):
    print(f"{name}: {value:.{digits}f} {unit}")


show("input barrier E_b", barrier, "eV")
show("input p", p, "angstrom")
show("input q", q, "angstrom")
show("input b", b, "angstrom")
show("input stiffness k", k, "eV/angstrom^2")
show("well position L", L, "angstrom")
show("kappa", kappa, "eV/angstrom")
show("eta", eta, "angstrom")
show("a", a, "angstrom")
show("c", c, "angstrom")
show("t", t, "(dimensionless)")
show("V_yy at saddle", hessian[1, 1], "eV/angstrom^2")
show("negative Hessian eigenvalue at saddle", curvatures[0], "eV/angstrom^2")
show("positive Hessian eigenvalue at saddle", curvatures[1], "eV/angstrom^2")
show("u_fold", u_fold, "(dimensionless)")
show("fold x, solved numerically", fold[0], "angstrom")
show("fold y, solved numerically", fold[1], "angstrom")
show("landing y, formula", 2 * b * u_fold, "angstrom")
show("fine drag step", step, "angstrom")
show("last x before forward jump", xs[jump], "angstrom")
show("first y after forward jump", y_forward[jump + 1], "angstrom")
show("closest approach of forward drag to saddle", closest, "angstrom")
show("drag peak, formula", peak_formula, "eV")
show("drag peak, fine drag", e_forward.max(), "eV")
show("branch crossing at x=0, formula", cross_formula, "eV")
show("recorded maximum, step 0.25 angstrom", coarse[9], "eV")
show("recorded maximum, step 0.20 angstrom", coarse[11], "eV")
show("energy released per jump, formula", drop_formula, "eV")
show("energy released in forward jump, fine drag",
     e_forward[jump] - e_forward[jump + 1], "eV")
show("work per closed cycle, formula", 2 * drop_formula, "eV")
show("work per closed cycle, integrated", loop_work, "eV")
show("drag reversible above k", k_reversible, "eV/angstrom^2")
show("stiff test k", k_stiff, "eV/angstrom^2")
show("drag peak at stiff test k", stiff_peak, "eV")
show("drag to x=L stays stuck below k", k_stuck, "eV/angstrom^2")
show("soft test k", k_soft, "eV/angstrom^2")
show("final y at soft test k", soft_end, "angstrom")
print("number of string images:", images)
show("highest image of initial string", initial_peak, "eV")
show("closest initial image to saddle", initial_distance, "angstrom")
show("highest image of relaxed string", string_energy[top], "eV")
show("barrier from climbing image", climbed, "eV", 6)
show("barrier from climbing image", climbed / hartree, "hartree", 6)
show("drag peak, formula", peak_formula / hartree, "hartree", 6)
show("largest string deviation from descent curve", path_error, "angstrom")
show("largest x offset of descent curve from floor", floor_offset, "angstrom")
show("peak when y is dragged instead", y_drag_peak, "eV")
print("every check passed")
```

Running it gives:

```
input barrier E_b: 1.0000 eV
input p: 0.1000 angstrom
input q: 0.9000 angstrom
input b: 1.2000 angstrom
input stiffness k: 4.0000 eV/angstrom^2
well position L: 1.0000 angstrom
kappa: 4.0000 eV/angstrom
eta: 1.0000 angstrom
a: 0.9000 angstrom
c: 1.9000 angstrom
t: 0.4737 (dimensionless)
V_yy at saddle: -0.2500 eV/angstrom^2
negative Hessian eigenvalue at saddle: -0.2760 eV/angstrom^2
positive Hessian eigenvalue at saddle: 4.0260 eV/angstrom^2
u_fold: 0.3974 (dimensionless)
fold x, solved numerically: 0.2384 angstrom
fold y, solved numerically: -0.4768 angstrom
landing y, formula: 0.9537 angstrom
fine drag step: 0.0002 angstrom
last x before forward jump: 0.2384 angstrom
first y after forward jump: 0.9537 angstrom
closest approach of forward drag to saddle: 0.5359 angstrom
drag peak, formula: 1.1346 eV
drag peak, fine drag: 1.1346 eV
branch crossing at x=0, formula: 0.7756 eV
recorded maximum, step 0.25 angstrom: 0.7756 eV
recorded maximum, step 0.20 angstrom: 1.0780 eV
energy released per jump, formula: 0.6731 eV
energy released in forward jump, fine drag: 0.6733 eV
work per closed cycle, formula: 1.3463 eV
work per closed cycle, integrated: 1.3467 eV
drag reversible above k: 40.0000 eV/angstrom^2
stiff test k: 60.0000 eV/angstrom^2
drag peak at stiff test k: 1.0000 eV
drag to x=L stays stuck below k: 1.2903 eV/angstrom^2
soft test k: 1.0323 eV/angstrom^2
final y at soft test k: -0.8417 angstrom
number of string images: 40
highest image of initial string: 2.5028 eV
closest initial image to saddle: 0.7573 angstrom
highest image of relaxed string: 0.9997 eV
barrier from climbing image: 1.000000 eV
barrier from climbing image: 0.036749 hartree
drag peak, formula: 0.041697 hartree
largest string deviation from descent curve: 0.0010 angstrom
largest x offset of descent curve from floor: 0.2012 angstrom
peak when y is dragged instead: 1.0000 eV
every check passed
```
